# Why Oxygen's Vertical Electron Affinity Is Near Zero, Not 0.45 eV

Pushing the bond of the superoxide ion, O$_2^-$, back by 0.14 angstrom to the bond length of neutral O$_2$ costs about 0.34 eV if the bond is treated as a spring. The adiabatic electron affinity of O$_2$ is 0.45 eV. On this estimate, three quarters of the energy that binds the extra electron becomes available only after the bond has stretched, and not at the moment when the electron arrives. A more realistic curve for the ion raises that share further. This matters at a metal surface, where an electron may reach an approaching oxygen molecule before its bond has had time to stretch.

## The estimate on one line

An affinity is counted positive when the ion lies below the neutral molecule. The **adiabatic** affinity $A_{\rm ad}$ compares the two species in their lowest vibrational levels, each with its own bond length. The **vertical** affinity $A_v$ compares the two electronic energies at the equilibrium bond length $R_n$ of the neutral molecule.

Let $R_a=R_n+d$ be the equilibrium bond length of the ion, with $d=0.14$ angstrom. An ion formed at $R_n$ is compressed by $d$. For a vibration of wavenumber $\tilde\nu$ and reduced mass $\mu$, the angular frequency is $\omega=2\pi c\tilde\nu$, and $\omega^2=k/\mu$ gives

$$
k=\mu(2\pi c\tilde\nu)^2 .
$$

Two equal masses have a reduced mass of half of one of them, $\mu=1.328\times10^{-26}$ kg for $^{16}$O$_2$. With $\tilde\nu=1090$ cm$^{-1}$ this gives $k=34.94$ eV/angstrom$^2$. The compression energy is

$$
E_h=\tfrac12kd^2=\tfrac12(34.94)(0.14)^2\ {\rm eV}=0.342\ {\rm eV},
$$

and the first estimate follows:

$$
A_v\approx A_{\rm ad}-E_h=0.45-0.342\approx0.11\ {\rm eV}.
$$

The estimate shows correctly that the vertical affinity is far below the adiabatic one. Its remaining 0.11 eV is less secure, because it is a small difference between two larger energies. An error of one third in $E_h$ would remove it entirely. Two approximations therefore need attention: the neglect of zero-point energy and the use of a spring for a sizeable compression.

## Separating the curves from the vibrational levels

Let $V_n(R)$ and $V_a(R)$ be the electronic energies of the neutral molecule and the ion. Choose $V_n(R_n)=0$ and call the gap between the two minima $G$, so that $V_a(R_a)=-G$. The lowest vibrational level lies $\tfrac12hc\tilde\nu$ above each minimum in the harmonic approximation. Hence

$$
A_{\rm ad}=\tfrac12hc\tilde\nu_n-\left(-G+\tfrac12hc\tilde\nu_a\right)
=G+\tfrac12hc(\tilde\nu_n-\tilde\nu_a).
$$

The neutral bond is stiffer, with $\tilde\nu_n=1580$ cm$^{-1}$, so its zero-point energy is larger by 0.030 eV. Part of the adiabatic affinity is thus a gain in zero-point energy, and

$$
G=0.45-0.030=0.420\ {\rm eV}.
$$

The vertical affinity contains the electronic energies alone:

$$
A_v=V_n(R_n)-V_a(R_n)=G-E_{\rm relax},\qquad
E_{\rm relax}=V_a(R_n)-V_a(R_a).
$$

This relation does not assume a particular shape for the ion's curve. With the spring energy in place of $E_{\rm relax}$ it gives $A_v=0.077$ eV.

## The inner wall

A chemical bond resists compression more strongly than a spring with the same curvature at the minimum. A Morse curve describes this with one further quantity, the well depth $D$:

$$
V_a(R)=-G+D\left[1-e^{-a(R-R_a)}\right]^2 .
$$

For small displacements the bracket is $a(R-R_a)$, so the potential rises as $Da^2(R-R_a)^2$. Matching this to $\tfrac12k(R-R_a)^2$ gives $a=\sqrt{k/2D}$.

The depth follows from a closed energy cycle. To separate O$_2^-$ into O and O$^-$, first remove the electron, at a cost of $A_{\rm ad}$. Then break O$_2$, which costs roughly 5.1 eV. Finally attach the electron to one atom, which returns roughly 1.5 eV. The dissociation energy from the lowest level is

$$
D_0=0.45+5.1-1.5=4.05\ {\rm eV}.
$$

Adding the ion's zero-point energy gives $D=4.12$ eV, and then $a=2.06$ angstrom$^{-1}$.

At $R=R_n$ the displacement is $-d$, so the exponent is positive:

$$
E_M=D\left(e^{ad}-1\right)^2 .
$$

To compare this with the spring, put $y=ad$ and expand:

$$
e^y-1=y\left(1+\frac y2+\frac{y^2}{6}+\cdots\right).
$$

In the square of the bracket, the term linear in $y$ is $2\times y/2=y$. The quadratic term is $(1/4+2/6)y^2=7y^2/12$. Since $Dy^2=Da^2d^2=\tfrac12kd^2=E_h$,

$$
E_M=E_h\left[1+ad+\frac{7}{12}(ad)^2+\cdots\right].
$$

Here $ad=0.288$. The linear correction alone adds $0.288\times0.342\approx0.10$ eV, which is more than the 0.077 eV left by the harmonic calculation. The full Morse expression gives $E_M=0.460$ eV, and

$$
A_v=0.420-0.460=-0.04\ {\rm eV}.
$$

The spring is recovered when $ad\ll1$. That condition is not sufficient for a good value of $A_v$, however. The correction $E_h\,ad$ must also be small compared with $|G-E_h|$, and here it is not.

## A curve that does not assume the Morse form

The steepness of the wall can be computed from the electrons. The method used here is CCSD(T) with the 1s cores frozen, on a restricted open-shell reference. The basis is cc-pVDZ with one diffuse s and one diffuse p shell added to each atom. Five bond lengths between 1.22 and 1.48 angstrom define the ion's curve.

The curve has its minimum at 1.36 angstrom and a harmonic wavenumber of 1078 cm$^{-1}$, close to the 1090 cm$^{-1}$ used above. Compressing it by 0.14 angstrom from its own minimum costs 1.40 times the energy of a spring with its own curvature. The Morse ratio is 1.34. Applying the computed ratio to $E_h$ gives

$$
A_v=0.420-1.40\times0.342\approx-0.06\ {\rm eV}.
$$

This calculation supplies the shape of the wall and not the absolute affinity. It leaves out the effect of a larger basis and of higher excitations. The bond length, wavenumber and ratio belong to this one small basis, and their convergence has not been established. Each change of 0.03 in the ratio moves $A_v$ by 0.01 eV. If the ion lies above the neutral molecule at the compressed end of the curve, the finite basis also holds in place an electron that could otherwise leave. The energy there is then only an estimate of the position of a temporary state.

The estimates compare as follows.

| Treatment of the ion's curve | $A_v$ (eV) |
|---|---:|
| Spring, zero-point energies ignored | 0.11 |
| Spring, zero-point energies included | 0.08 |
| Morse | −0.04 |
| CCSD(T) wall shape | −0.06 |

The negative sign should not be taken as established. If $d$ is increased by 0.005 angstrom with the other inputs fixed, the Morse value falls by 0.039 eV. A decrease of the same size would bring it close to zero. Thus the rounding of the bond lengthening to two decimals can by itself account for nearly all of the Morse value, and the remaining errors of the inputs and of the model curve leave the sign open.

The other inputs matter less. Lowering $D$ by 0.2 eV changes $A_v$ by about −0.004 eV. If 1090 cm$^{-1}$ is read as the spacing of the lowest two levels, and not as the harmonic wavenumber, the Morse value becomes −0.06 eV. The data support a vertical affinity near zero, and 0.1 eV is the harmonic value on the high side.

A negative $A_v$ also changes the meaning of the ion's curve at $R_n$. The electron can then leave a free molecule, and the curve marks the position of a temporary state. The width of that state is not included here.

## One molecule has a range of affinities

Even in its lowest level, the neutral molecule does not have a single bond length. Let $x=R-R_n$, and let $k_n=73.42$ eV/angstrom$^2$ be the neutral force constant. For two harmonic curves the local gap is

$$
A(x)=\tfrac12k_nx^2+G-\tfrac12k(x-d)^2 .
$$

Expanding the last square gives

$$
A(x)=\left(G-\tfrac12kd^2\right)+kdx+\tfrac12(k_n-k)x^2 .
$$

The ground-state distribution of $x$ is Gaussian, with variance $s^2=\hbar/(2\mu\omega_n)$ and $s=0.0365$ angstrom. Its odd moments vanish and $\langle x^4\rangle=3s^4$. The variance of $x^2$ is therefore $3s^4-s^4=2s^4$, and

$$
(\Delta A)^2=(kds)^2+\tfrac12(k_n-k)^2s^4 .
$$

This gives $\Delta A=0.18$ eV. With the steeper Morse wall the spread is 0.29 eV, several times the magnitude of $A_v$. The Morse curve crosses the neutral curve when the bond is only about 0.005 angstrom longer than $R_n$, well within the zero-point motion. In this model, with a harmonic neutral bond, roughly four in ten of the bond lengths sampled by the neutral molecule have a positive local affinity. An anharmonic neutral bond is slightly longer on average, which brings the share closer to one half. The spread is a property of the molecule and not an uncertainty in $A_v$.

The opposite limit is an electron removed suddenly from a relaxed ion. Setting $x=d$ in the harmonic gap removes the ion's compression energy and leaves

$$
A(d)=G+\tfrac12k_nd^2=0.420+\tfrac12(73.42)(0.14)^2\approx1.1\ {\rm eV}.
$$

The neutral molecule is now the stretched one. A real bond softens on stretching, so this harmonic value is on the high side: a Morse curve of depth 5.2 eV for the neutral molecule gives about 0.9 eV. The contrast with $A_v$ shows how relaxation helps to hold an electron that has already arrived.

## Oxygen approaching a metal

Let the molecule be a distance $z$ from the image plane of a metal with work function $W$. Moving an electron from the metal to the molecule costs $W$ and returns $A$. The ion is also attracted by its image charge, which lies a distance $2z$ from it. The work needed to pull the ion away is

$$
\int_z^\infty\frac{e^2}{4\pi\varepsilon_0(2u)^2}\,du
=\frac{e^2}{16\pi\varepsilon_0z}.
$$

The transfer costs no energy when $W-A$ equals this attraction, so

$$
z=\frac{e^2}{16\pi\varepsilon_0(W-A)} .
$$

For a metal covered with caesium, take a rough work function of 2.0 eV. The adiabatic affinity puts the crossing at 2.3 angstrom, and the Morse vertical affinity puts it at 1.8 angstrom. Between these distances a relaxed ion is favourable, but an ion formed at the neutral bond length $R_n$ is not. The vertical crossing is not sharp: with the zero-point spread of the local affinity, the central two thirds of the sampled bond lengths cross between about 1.55 and 2.05 angstrom.

After a sudden transfer, the bond stretches much faster than the molecule approaches the surface. A quarter period of the ion's vibration, the harmonic time from full compression to the minimum, is 7.7 fs. At 300 K a molecule with the thermal speed of 279 m/s along the surface normal travels only 0.02 angstrom in that time, or 0.03 angstrom when the pull of the image on the new ion at 1.8 angstrom is included. Provided the electron stays on the molecule for that long, the bond stretches while the molecule is almost stationary, and the local affinity rises as it does so.

These distances are a guide to the energies involved and do not predict a sticking probability. For aluminium, with a rough work function of 4.2 eV, the same formula gives 0.96 and 0.85 angstrom. At such distances the orbitals of molecule and metal overlap, and the classical image law is not reliable. At the caesium-covered surface the distances are larger, but some overlap remains and the law is only a rough guide there too. The image field at the vertical crossing is about 1.2 V/angstrom. If the ion's polarizability is assumed to be 2 angstrom$^3$ and its response linear, this field lowers its energy by roughly 0.09 eV. If the field is held at that value, the vertical crossing moves outward by about 0.08 angstrom, and by 0.07 angstrom when the field is allowed to weaken with distance. Thermal vibration matters much less, since the first excited level of O$_2$ has a relative population of only $5\times10^{-4}$ at 300 K with the harmonic spacing, and about $6\times10^{-4}$ with the anharmonic one. Level broadening, chemical bonding and the spin change from triplet oxygen to its reaction products also affect sticking, and this energy estimate does not determine them. The main values used here are collected in the numerical output below.

## Computed values

```
input anion, neutral wavenumber: 1090, 1580 cm^-1
input bond lengthening: 0.14 angstrom
input adiabatic affinity: 0.45 eV
input rough D0(O2), A(O): 5.1, 1.5 eV
reduced mass: 1.3280e-26 kg
anion force constant: 34.94 eV/angstrom^2
anion force constant: 559.8 N/m
neutral force constant: 73.42 eV/angstrom^2
harmonic relaxation energy: 0.342 eV
A_v, harmonic, no zero-point correction: 0.108 eV
zero-point difference: 0.0304 eV
gap between curve minima G: 0.420 eV
A_v, harmonic with zero-point correction: 0.077 eV
anion D0 from cycle, well depth D: 4.05, 4.118 eV
Morse a: 2.060 1/angstrom; a*d: 0.2884
Morse anharmonicity: 8.94 cm^-1
Morse relaxation energy: 0.460 eV
three-term expansion of it: 0.458 eV
A_v, Morse: -0.040 eV
CCSD(T) anion bond length: 1.361 angstrom
CCSD(T) anion harmonic wavenumber: 1078 cm^-1
pi electrons, up and down: 4.000, 3.000
true/harmonic compression, CCSD(T): 1.403
true/harmonic compression, Morse: 1.344
A_v with CCSD(T) wall shape: -0.061 eV
A_v change for d + 0.005 angstrom: -0.039 eV
A_v change for D - 0.2 eV: -0.0035 eV
harmonic wavenumber if 1090 is fundamental: 1107.9 cm^-1
A_v, Morse, in that reading: -0.057 eV
neutral rms bond fluctuation: 0.0365 angstrom
local affinity mean, spread (harmonic): 0.103, 0.182 eV
local affinity mean, spread (Morse): -0.044, 0.287 eV
probability that local affinity > 0 (Morse): 0.42
curve crossing, from neutral bond length: 0.0054 angstrom
aluminium-like, work function: 4.2 eV
  crossing, adiabatic A: 0.960 angstrom
  crossing, vertical Morse A: 0.849 angstrom
caesium-covered, work function: 2.0 eV
  crossing, adiabatic A: 2.323 angstrom
  crossing, vertical Morse A: 1.764 angstrom
temperature: 300 K; v=1/v=0 population: 5.1e-04
quarter period of anion vibration: 7.65 fs
thermal speed along normal: 279 m/s
travel in quarter period: 0.0214 angstrom
rough polarizability: 2.0 angstrom^3
image field at caesium-covered crossing: 1.16 V/angstrom
ion polarization energy there: 0.093 eV
```
